# Self-Consistent Frequency of a Quartic Oscillator with Negative Quadratic Coefficient, part 2

A particle of mass $M$ moves in one dimension with the Hamiltonian

$$H=\frac{p^2}{2M}+V(x),\qquad V(x)=\frac a2x^2+\frac b4x^4,\qquad b>0. \tag{1}$$

Hartree atomic units are used, so $\hbar=1$, and $T$ is the thermal energy. The levels of $H$ are $E_j$ and its free energy is $F$.

The trial Hamiltonian $H_0=p^2/2M+K(x-x_0)^2/2$ has centre $x_0$, stiffness $K=M\Omega^2>0$, free energy $F_0$ and position variance $\sigma$. It gives the upper bound $F\le F_v(x_0,K)=F_0+\langle H-H_0\rangle_0$, where $\langle\cdot\rangle_0$ is the thermal average taken with $H_0$.

The variance $\sigma(K)$ is strictly decreasing and convex, tends to infinity as $K\to0$ and to zero as $K\to\infty$, increases with $T$ at fixed $K$, and satisfies $\sigma\ge T/K$. At $T=0$,

$$\sigma=\frac1{2\sqrt{MK}}, \tag{23}$$

and for $\Omega\ll T$,

$$\sigma\approx\frac TK+\frac1{12MT}. \tag{26}$$

At fixed $x_0$ the bound has one minimum over $K$, at the zero $K(x_0)$ of the decreasing function $G(K)=a+3b(x_0^2+\sigma)-K$. For the centred trial, $x_0=0$, this gives

$$\boxed{\;M\Omega^2=K=a+3b\sigma,\qquad \sigma=\frac1{2M\Omega}\coth\frac\Omega{2T}\;} \tag{24}$$

so $K$ is the trial average of the curvature $V''$. With the classical variance $T/K$ alone,

$$K_{\rm cl}=\frac{a+\sqrt{a^2+12bT}}2. \tag{27}$$

With $\bar F(x_0)=F_v(x_0,K(x_0))$,

$$\frac{d\bar F}{dx_0}=x_0\left[K(x_0)-2bx_0^2\right]. \tag{32}$$

The centred solution is a local minimum for every $a$ and $T$. Within the Gaussian approximation, its $K$ is the static stiffness against a small force $f$, which adds $-fx$ to $H$.

Question (f) now asks for the stationary points with $x_0\ne0$, which of them are minima, when they exist at $T=0$, and what heating does to them.

**Solution.** By (32), a stationary point with $x_0\ne0$ has $K=2bx_0^2$. Then $3bx_0^2=3K/2$, and $G=0$ becomes $K=a+3K/2+3b\sigma$. Multiplying by two and rearranging gives

$$h(K)\equiv K+6b\sigma(K)=-2a,\qquad x_0^2=\frac K{2b}. \tag{34}$$

The left side is positive, so displaced solutions require $a<0$. The function $h$ is strictly convex and tends to infinity for both $K\to0$ and $K\to\infty$. It therefore takes the value $2|a|$ at no more than two points.

To classify them, choose any $x_0>0$ and evaluate $G$ at the trial value $K_*=2bx_0^2$:

$$G(K_*)=a+\frac{3K_*}2+3b\sigma(K_*)-K_*=\frac12\left[h(K_*)-2|a|\right]. \tag{35}$$

Because $G$ decreases and vanishes at $K(x_0)$, the inequality $K(x_0)>K_*$ holds when $G(K_*)>0$, and the reverse inequality holds when $G(K_*)<0$. The slope (32) thus has the sign of $h(2bx_0^2)-2|a|$. If $h=2|a|$ has two roots $K_1<K_2$, then $\bar F$ rises from $x_0=0$ to $\sqrt{K_1/2b}$, falls to $\sqrt{K_2/2b}$, and rises afterwards. The larger root is a local minimum. The smaller root is a local maximum of $\bar F$ and a saddle of $F_v$. The bound falls on both sides of it when the stiffness follows the centre as $K(x_0)$, although it rises when $K$ or $x_0$ is varied alone. Symmetry gives the same points at $-x_0$.

At $T=0$, equation (23) gives $h=K+3b/\sqrt{MK}$. Its derivative vanishes where

$$1-\frac{3b}{2\sqrt M}K^{-3/2}=0,\qquad K_{\min}^{3/2}=\frac{3b}{2\sqrt M}. \tag{36}$$

At this point $3b/\sqrt M=2K_{\min}^{3/2}$, so $h_{\min}=K_{\min}+2K_{\min}=3K_{\min}$. Two roots exist if $3K_{\min}<2|a|$. Raising $K_{\min}<2|a|/3$ to the power $3/2$ and using (36) gives

$$\frac{3b}{2\sqrt M}<\left(\frac{2|a|}3\right)^{3/2}. \tag{37}$$

Solving for the dimensionless well strength $S$, we find

$$S\equiv\frac{|a|^{3/2}\sqrt M}b>\left(\frac32\right)^{5/2}\approx2.756. \tag{38}$$

In ordinary units $S$ contains a further factor $1/\hbar$. A light particle, a shallow well or a strong quartic term makes $S$ small.

Heating raises $\sigma$ at each $K$, hence also $h$ and its minimum. A displaced minimum can therefore disappear on heating but cannot appear. If $S$ lies below the threshold, none exists at any temperature. If $S$ lies above it, the displaced minimum disappears at some finite $T_v$. An upper limit on $T_v$ follows from $\sigma\ge T/K$:

$$h(K)\ge K+\frac{6bT}K\ge2\sqrt{6bT}. \tag{39}$$

The last step uses $(\sqrt K-\sqrt{6bT/K})^2\ge0$. Displaced solutions need $h_{\min}\le2|a|$, so $T_v\le a^2/(6b)$.

At $T_v$ the two roots merge, and $\bar F$ no longer falls anywhere between $x_0=0$ and the merging point. The displaced solution then has the higher bound. If it has the lower bound at $T=0$, continuity requires the two bounds to be equal at some temperature below $T_v$. There the best trial jumps from a displaced centre to $x_0=0$, as in a first-order transition.

### (g) A worked example

**Question.** Take $M=30000\,m_e$, $a=-0.02\,E_h/a_0^2$ and $b=0.1\,E_h/a_0^4$. These are round model parameters and describe no particular material. Find the centred frequency at $T=0.001\,E_h$, about 316 K, and determine which Gaussian solution is best at lower temperatures. Then treat a shallower well with $a=-0.01\,E_h/a_0^2$ at $T=0$.

**Solution.** The minima of the potential lie at $|x|=\sqrt{|a|/b}=0.447\,a_0$, and the barrier between them is $a^2/(4b)=0.001\,E_h$, equal to the chosen $T$. The numerical solution of (24) has $\sigma=0.1007\,a_0^2$, so

$$K=-0.0200+3(0.1)(0.1007)=0.0102\,E_h/a_0^2. \tag{40}$$

The frequency is

$$\Omega=\sqrt{\frac{0.01021}{30000}}=5.83\times10^{-4}\,E_h, \tag{41}$$

or 128 cm$^{-1}$. Direct minimization of the bound, with its averages computed on a position grid and without use of (24), gives the same $K$ to the printed digits. The numerical output following this text contains this comparison; it denotes $\sigma$ by $s$.

The classical formula (27) gives

$$K_{\rm cl}=\frac{-0.02+\sqrt{0.0004+0.0012}}2=0.0100\,E_h/a_0^2. \tag{42}$$

The quantum value is larger by $2.1\times10^{-4}\,E_h/a_0^2$. Equation (26) accounts for this shift. The extra variance $1/(12MT)$ adds $3b/(12MT)=0.3/360=8.3\times10^{-4}$ to the right side of (24). The resulting rise of $K$ lowers the classical variance, which divides the effect by $1+3bT/K_{\rm cl}^2=1+3=4$. The first-order shift is then $2.1\times10^{-4}$.

At this temperature no displaced minimum exists. At $T=0$ the strength is $S=4.90$, above the threshold (38), and a displaced solution appears with $K=0.0300\,E_h/a_0^2$. Equation (34) can be verified by hand:

$$\sigma=\frac1{2\sqrt{30000\times0.03}}=\frac1{60}\,a_0^2,\qquad 0.03+\frac{0.6}{60}=0.04=-2a. \tag{43}$$

Its centre is at $x_0=\sqrt{0.03/0.2}=0.387\,a_0$, closer to the origin than the potential minimum. Its bound is $-4.58\times10^{-4}\,E_h$. The centred solution has $K=0.0016\,E_h/a_0^2$ and the bound $-2.73\times10^{-4}\,E_h$. The centred frequency is still real, but the displaced Gaussian is the better approximation to the ground-state energy.

The two bounds become equal at $T=3.99\times10^{-4}\,E_h$, or 126 K. The displaced minimum survives as a local minimum up to $T_v=5.76\times10^{-4}\,E_h$, or 182 K. This lies below the limit $a^2/(6b)=6.7\times10^{-4}\,E_h$ derived from (39).

For the shallower well $S=1.73$, which is below the threshold. The centred solution is the only Gaussian minimum, at $T=0$ and at every higher temperature. At $T=0$, $\sigma=0.0463\,a_0^2$ and

$$K=-0.0100+0.3(0.0463)=0.0039\,E_h/a_0^2. \tag{44}$$

This corresponds to $\Omega=3.60\times10^{-4}\,E_h$, or 79 cm$^{-1}$. There is no thermal motion here, so zero-point motion alone makes the averaged curvature positive.

### (h) What the self-consistent frequency does and does not tell

**Question.** Does the jump found in (g) describe a phase transition of the oscillator? How closely do $K$ and $\Omega$ represent the static stiffness and the excitation energy of $H$ itself?

**Solution.** The Hamiltonian (1) is unchanged by $x\to-x$. Its thermal density matrix has the same symmetry, so $\langle x\rangle=0$ at every $T$ when $f=0$. The partition function is a convergent sum of the positive terms $e^{-E_j/T}$ and depends smoothly on $T$ for $T>0$, as does $F$. The single oscillator therefore has no transition. The jump is produced by the trial family, which must choose between one broad Gaussian at the centre and one narrow Gaussian on one side, while the true position density can have a peak on each side.

The energies show how little weight the jump can bear. At $T=0.0004\,E_h$ the two bounds are $-4.95\times10^{-4}$ and $-4.94\times10^{-4}\,E_h$. Diagonalization of $H$ on a grid gives $F=-7.99\times10^{-4}\,E_h$. The two bounds nearly coincide here because this is their crossing temperature, and both lie about $3\times10^{-4}\,E_h$ above the true value, so at the jump neither trial describes the state well. At $T=0$ the displaced bound is only $0.4\times10^{-4}\,E_h$ above the ground level. Its error grows on heating by roughly $T\ln2$, which is $2.8\times10^{-4}\,E_h$ at the crossing. This is the entropy of the second well, which a Gaussian on one side leaves out.

A transition in a crystal requires coupling between many such coordinates, which (1) does not contain. The transition temperature of a crystal cannot be read off from the crossing of these two bounds.

The static stiffness can be compared at $T=0.001\,E_h$. The grid calculation gives $0.0062\,E_h/a_0^2$ from the change of $F$ under a small force. The Gaussian value, $0.0102\,E_h/a_0^2$, is about 64% higher than the grid value. The Gaussian variance, $0.101\,a_0^2$, is about 38% lower than the grid variance of $0.163\,a_0^2$.

The direction of both errors can be derived in the classical limit. The classical position density is $P(x)\propto e^{-V(x)/T}$. With a force present, $\langle x\rangle=T\,\partial\ln Z/\partial f$. One more derivative at $f=0$ gives the response $\langle x^2\rangle/T$, so the stiffness is $T/\langle x^2\rangle$. Now let $g(x)$ be the centred Gaussian with the same variance $m_2$ as $P$. With $t=x^2$, $\ln P-\ln g$ is a quadratic polynomial in $t$ with leading coefficient $-b/(4T)<0$. It must have two real roots $\alpha<\beta$, since otherwise $P\le g$ everywhere, with equality at isolated points at most, and the two densities could not both be normalized. The difference $P-g$ is positive for $\alpha<t<\beta$ and negative outside, while $(t-\alpha)(t-\beta)$ has the opposite signs. Hence

$$\int(x^2-\alpha)(x^2-\beta)(P-g)\,dx<0. \tag{45}$$

The norms and second moments of $P$ and $g$ agree, so the integral reduces to the difference of their fourth moments. With $m_4=\langle x^4\rangle$ for $P$, this means $m_4<3m_2^2$.

An integration by parts gives $\langle xV'\rangle=T$, because $V'P=-T\,dP/dx$ and the boundary terms vanish. Written out,

$$am_2+bm_4=T,\qquad\text{hence}\qquad am_2+3bm_2^2>T. \tag{46}$$

The classical Gaussian solution has $K=T/\sigma$, and (24) then reads $a\sigma+3b\sigma^2=T$. The function $am+3bm^2$ is negative or zero between $m=0$ and its positive root when $a<0$, and increases beyond that root. For $a\ge0$ it increases for all $m>0$. In both cases (46) implies $m_2>\sigma$. The classical Gaussian approximation thus underestimates the variance and overestimates the stiffness.

The example is close to this limit. The classical relation applied to the grid variance gives $0.001/0.163=0.0061\,E_h/a_0^2$, within about 2% of the grid stiffness.

The frequency $\Omega$ must also be distinguished from an excitation energy. It is the level spacing of $H_0$, chosen to minimize an upper bound on the free energy, and nothing in the derivation equates it with a level difference of $H$. For the main well at $T=0$, the grid calculation gives a first excitation of $5.0\times10^{-5}\,E_h$. The centred solution has $\Omega=2.3\times10^{-4}\,E_h$, almost five times as large. The displaced solution has $\Omega=\sqrt{0.03/30000}=1.0\times10^{-3}\,E_h$, about twenty times as large.

The two lowest grid levels lie at $-5.0\times10^{-4}$ and $-4.5\times10^{-4}\,E_h$, both below the barrier top at zero energy. They are the even and odd states of a particle that can tunnel between the wells, and their separation is the tunnel splitting. The displaced Gaussian has almost all its weight in one well, so it cannot represent this pair of states, each of which has equal weight in both wells.

In the shallower well the discrepancy is smaller. The grid excitation is $2.67\times10^{-4}\,E_h$, and $\Omega=3.60\times10^{-4}\,E_h$ is about 35% above it. The energy bound, $1.9\times10^{-5}\,E_h$, lies just above the barrier top, whereas the grid ground state, at $-0.9\times10^{-5}\,E_h$, lies just below it. Even where the centred solution is the only Gaussian minimum, a real $\Omega$ establishes that the averaged curvature is positive. It does not establish that the motion is harmonic.

## Values computed for the example and the checks

```
Hartree atomic units unless another unit is stated
mass M = 30000 m_e
a = -0.020 Eh/a0^2, b = 0.100 Eh/a0^4
well minimum at x = 0.4472 a0
barrier height = 0.001000 Eh
main thermal energy T = 0.0010 Eh = 315.8 K
Centred solution at the main thermal energy:
  variance s = 0.100701 a0^2
  3 b s = 0.030210 Eh/a0^2
  K from self-consistency = 0.010210 Eh/a0^2
  K from direct minimization = 0.010210 Eh/a0^2
  K classical formula = 0.010000 Eh/a0^2
  Omega = 5.833928e-04 Eh = 128.04 cm^-1
  grid static stiffness = 0.006239 Eh/a0^2
  grid variance = 0.163044 a0^2
Centred solutions: T (Eh), K (Eh/a0^2), Omega, F bound, F grid (Eh)
  0.0000 0.001607 2.3141e-04 -0.000273 -0.000499
  0.0002 0.003135 3.2326e-04 -0.000329 -0.000618
  0.0004 0.005186 4.1577e-04 -0.000495 -0.000799
  0.0010 0.010210 5.8339e-04 -0.001285 -0.001617
  0.0020 0.016588 7.4358e-04 -0.003083 -0.003478
Displaced minima: T (Eh), K (Eh/a0^2), x0 (a0), F bound (Eh)
  0.0000 0.030000 0.3873 -0.000458
  0.0002 0.029834 0.3862 -0.000460
  0.0004 0.027435 0.3704 -0.000494
  0.0010 none
  0.0020 none
equal bounds at T = 0.000399 Eh = 125.9 K
displaced minimum vanishes at T = 0.000576 Eh = 182.0 K
grid first excitation, main well = 4.9522e-05 Eh
threshold of |a|^1.5 sqrt(M)/b (dimensionless) = 2.7557
  main well 4.8990, shallow 1.7321
Shallow well, a = -0.010 Eh/a0^2, T = 0:
  barrier height = 0.000250 Eh
  variance s = 0.046294 a0^2
  K = 0.003888 Eh/a0^2
  Omega = 3.6001e-04 Eh = 79.01 cm^-1
  energy bound = 1.9270e-05 Eh, grid = -8.7974e-06 Eh
  grid first excitation = 2.6666e-04 Eh
```
